# The Fourier transform of the transverse kernel and the Breit operator, part 2

The problem is to carry the transverse photon kernel from momentum to position space and to obtain from it the Breit interaction of two electrons. Hartree atomic units are used ($\hbar = m_e = e = 1$, Gaussian electrodynamics, speed of light $c$), and repeated indices are summed. Here $r = |\mathbf r|$, $n_i = x_i/r$, $q = |\mathbf q|$, $\hat q_i = q_i/q$, and $f \to F$ means

$$F(\mathbf r) = \int \frac{d^3q}{(2\pi)^3}\, e^{i\mathbf q\cdot\mathbf r} f(\mathbf q),$$

understood against smooth test functions.

**Theorem.**

$$K_{ij}(\mathbf q) = \frac{4\pi}{q^2}\left(\delta_{ij} - \frac{q_i q_j}{q^2}\right) \to D_{ij}(\mathbf r) = \frac{\delta_{ij} + n_i n_j}{2r},$$

with no contact term, that is, none concentrated at $\mathbf r = 0$. In compact form,

$$D_{ij} = \frac{\delta_{ij}}{r} - \frac12\,\partial_i\partial_j r, \qquad \frac{4\pi q_iq_j}{q^4} \to \frac{\delta_{ij}-n_in_j}{2r}. \tag{6}$$

In the form $D_{ij} = (a\delta_{ij}+bn_in_j)/r$, trace and transversality give $a = b = \tfrac12$.

**Mass regulator $\mu$** (Lemma 1):

$$\frac{4\pi}{q^2+\mu^2} \to \frac{e^{-\mu r}}{r}, \qquad \frac{4\pi}{(q^2+\mu^2)^2} \to h_\mu(r) = \frac{e^{-\mu r}}{2\mu}.$$

The divergent constant in $h_\mu$ is $1/(2\mu)$. The regulated kernel $4\pi\delta_{ij}/(q^2+\mu^2) - 4\pi q_iq_j/(q^2+\mu^2)^2$ has the transform

$$D^\mu_{ij} = e^{-\mu r}\left[\frac{\delta_{ij}}{r} - \frac{\delta_{ij}-n_in_j}{2r} + \frac{\mu}{2}n_in_j\right] = e^{-\mu r}\left[\frac{\delta_{ij}+n_in_j}{2r} + \frac\mu2 n_in_j\right]. \tag{5}$$

**Sharp cutoff $\lambda$** on $4\pi/q^4$, with $j_0(x) = \sin x/x$ and $j_2 = (3j_0''+j_0)/2$:

$$\frac{2}{\pi}\int_\lambda^\infty \frac{j_0(qr)}{q^2}dq = \frac{2}{\pi\lambda} - \frac r2 + \frac{\lambda r^2}{3\pi} + O(\lambda^3 r^4). \tag{3}$$

The subtracted transform, with $j_0-1$ in place of $j_0$ and $\lambda = 0$, is $-r/2$.

**Smearing width $\sigma$.** $K^\sigma_{ij} = K_{ij}e^{-q^2\sigma^2/2} \to D^\sigma_{ij}$, which is $D_{ij}$ convolved with the Gaussian $(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$. For $\sigma\ll r$, up to terms carrying the factor $e^{-r^2/2\sigma^2}$,

$$D^\sigma_{ij}(\mathbf r) = D_{ij} - \frac{\sigma^2}{2r^3}\,(3n_in_j-\delta_{ij}), \tag{7}$$

and $D^\sigma_{ij}(0) = \tfrac23\sqrt{2/\pi}\,\delta_{ij}/\sigma$.

Below, $\mathbf A$ and $\phi$ are the vector and scalar potentials, $\mathbf j$ and $\rho$ the current and charge densities, and $\boldsymbol\alpha_k$ and $\boldsymbol\sigma_k$ the Dirac and Pauli matrices of electron $k$ at $\mathbf r_k$.

## Corollary: the Gaunt and Breit operators

**Assumptions.** Coulomb gauge, $\nabla\cdot\mathbf A = 0$; one transverse photon exchanged between two electrons; energy transfer $\omega$ negligible against $cq$.

With $\mathbf B = \nabla\times\mathbf A$ and $\mathbf E = -\nabla\phi-\dot{\mathbf A}/c$, the Ampère–Maxwell law reads $-\nabla^2\mathbf A+\ddot{\mathbf A}/c^2 = (4\pi/c)[\mathbf j-\nabla\dot\phi/4\pi]$. In momentum space $\phi = 4\pi\rho/q^2$ and $\dot\rho = -i\mathbf q\cdot\mathbf j$, so $\nabla\dot\phi/4\pi$ becomes $\mathbf q(\mathbf q\cdot\mathbf j)/q^2$ and the bracket is $(\delta_{ij}-\hat q_i\hat q_j)j_j$. For a current of frequency $\omega$ the left side is $(q^2-\omega^2/c^2)A_i$. Dropping $\omega$ gives $A_i = K_{ij}j_j/c$, or $A_i(\mathbf r) = c^{-1}\int D_{ij}(\mathbf r-\mathbf r')j_j(\mathbf r')d^3r'$.

The Dirac Hamiltonian of a charge $-1$ contains $c\boldsymbol\alpha\cdot(\mathbf p+\mathbf A/c)$. The coupling $\boldsymbol\alpha\cdot\mathbf A(\mathbf r_k)$ equals $-c^{-1}\int\mathbf j_k\cdot\mathbf A$ with $\mathbf j_k = -c\boldsymbol\alpha_k\delta^3(\mathbf r-\mathbf r_k)$. Each field mode is an oscillator coupled linearly to the current, and for a static source its energy shift is the minimum of its potential energy. That potential energy is $U = \int(\nabla\times\mathbf A)^2/8\pi - c^{-1}\int\mathbf j\cdot\mathbf A$, and it is stationary at the static solution above. There, integration by parts turns the first term into $-\int\mathbf A\cdot\nabla^2\mathbf A/8\pi = (2c)^{-1}\int\mathbf j\cdot\mathbf A$, where the longitudinal part of $\mathbf j$ drops out against the transverse $\mathbf A$. Hence $U = -(2c^2)^{-1}\iint j_iD_{ij}j_j$. With $\mathbf j = \mathbf j_1+\mathbf j_2$ the two cross terms are equal, because $D_{ij}$ is symmetric and even in $\mathbf r$ and the matrices of different electrons commute. The self terms belong to the self-energy and are left out. With $\mathbf r = \mathbf r_1-\mathbf r_2$,

$$B = -\alpha_{1i}\alpha_{2j}D_{ij} = -\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)}{2r}.$$

The minus sign states that parallel currents attract. By (6), $B = G+R$ with the Gaunt operator and the remainder

$$G = -\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r},\qquad R = \frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)}{2r} = -\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,r .$$

The gradients act on $r = |\mathbf r_1-\mathbf r_2|$ only, not on the wave function, and the sign comes from $\nabla_2r = -\nabla_1r$.

**Remark 4 (when Gaunt and Breit agree).** Let $\psi_a,\dots,\psi_d$ be eigenstates of one Dirac Hamiltonian with a local potential. The product $\psi_c^\dagger\psi_a$ varies as $e^{i\omega_{ca}t}$ with $\omega_{ca} = \varepsilon_c-\varepsilon_a$, so continuity gives $\nabla\cdot(\psi_c^\dagger\boldsymbol\alpha\psi_a) = -i(\omega_{ca}/c)\psi_c^\dagger\psi_a$. One integration by parts for each electron gives

$$\langle cd|R|ab\rangle = -\frac12\left(\frac{-i\omega_{ca}}{c}\right)\left(\frac{-i\omega_{db}}{c}\right)\langle cd|r|ab\rangle = \frac{\omega_{ca}\,\omega_{db}}{2c^2}\langle cd|r|ab\rangle .$$

If either frequency vanishes, that current is divergence free, $R$ contributes nothing and Gaunt equals Breit. If neither vanishes, the states are orthogonal, so a constant added to $r$ has zero matrix element; this is the fate of $1/(2\mu)$ in physical terms. When energy is conserved, $\omega_{db} = -\omega_{ca}\equiv\omega$, the element is that of $-\omega^2r/(2c^2)$. This is the first real correction in $e^{i\omega r/c}/r = 1/r+i\omega/c-\omega^2r/(2c^2)+\dots$, the potential of a charge oscillating at frequency $\omega$ (Lemma 1 with $\mu$ continued to $-i\omega/c$). For this reason $R$ is called the retardation term, although it was obtained at $\omega = 0$ in Coulomb gauge.

**Remark 5 (matrix structure).** Write $\boldsymbol\alpha_k = \rho_k\boldsymbol\sigma_k$, where $\rho_k$ exchanges large and small components, commutes with $\boldsymbol\sigma_k$ and has eigenvalues $\pm1$. Take $\mathbf n$ as the spin axis $z$. Then $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2 = 2S(S+1)-3$ is $-3$ for the singlet and $+1$ for the triplet, and $\sigma_{1z}\sigma_{2z}$ is $-1$ for $M=0$ and $+1$ for $M=\pm1$. Half the sum is $-2$ (singlet), $0$ (triplet, $M=0$) and $1$ (triplet, $M=\pm1$). The factor $-\rho_1\rho_2$ takes each sign twice. So $rB$ has eigenvalues $\pm2$ twice each, $\pm1$ four times each and $0$ four times, and $rG$ has $\pm3$ twice each and $\pm1$ six times each. Numerical diagonalization of the $16\times16$ matrices, with $B$ built from the numerically transformed tensor described below, gave these lists. The nonzero eigenvalues are as large as the Coulomb repulsion because their eigenvectors diagonalize $\rho_1\rho_2$ within each spin state. With $L$ and $S$ for large and small components these are $(LL\pm SS)/\sqrt2$ and $(LS\pm SL)/\sqrt2$, in which the small components, the negative-energy states of an electron at rest, carry as much weight as the large ones. In a free positive-energy state of definite momentum $\langle\boldsymbol\alpha\rangle = \mathbf v/c$; between states of different momenta a spin term of order $|\mathbf p'-\mathbf p|/(2c)$ is added. When the momentum transfer is of the order of the momenta, as in an atom, $B$ is of relative order $v^2/c^2$. The operator is therefore to be used in first order, or between projectors on positive-energy states.

**Remark 6 (where the static form fails).** The neglected quantity is $(\omega/cq)^2$. For inner-shell transitions $q\sim Z$ and $\omega\sim Z^2$, so the relative correction to the real part of a matrix element, the energy shift, is of order $(Z/c)^2$. The pole at $q=\omega/c$ also gives an imaginary part of first order in $Z/c$, which describes emission of a real photon and is absent from the static kernel. Elements with $\omega = 0$ are unaffected; for the others, in heavy atoms, an accuracy better than $(Z/c)^2$ of the Breit term requires the frequency-dependent kernel with $q^2-\omega^2/c^2$. The Theorem is exact; the approximation lies in using $K_{ij}$ as the photon propagator.

## Worked example

The inputs are chosen on roughly the K-shell scale for a nuclear charge $Z = 64$, where lengths are of order $1/Z$ and speeds of order $Z$: $r = 2/64 = 0.03125$ bohr, $1/r = 32$ bohr$^{-1}$, $\mathbf n = (1,2,2)/3$, and $c = 137.035999$.

**The $1/q^4$ piece.** The radial integrals were computed numerically by adaptive quadrature, with a Fourier-weighted rule for the oscillating tail. They gave $\int j_0 = 1.57079633$ and $\int j_2 = 0.78539816$, that is $\pi/2$ and $\pi/4$. The subtracted transform came out as $-0.015625000$ bohr, equal to $-r/2$. With a sharp cutoff $\lambda = 0.320$ bohr$^{-1}$ the integral is $1.97384495$ bohr, and (3) gives $1.98943679-0.01562500+0.00003316 = 1.97384495$ bohr. For the mass regulator, $h_\mu$ and the eigenvalues of $D^\mu$ along and across $\mathbf n$ were computed from their $j_0$ and $j_2$ integrals; (5) predicts $rD_\parallel = e^{-\mu r}(1+\mu r/2)$ and $rD_\perp = e^{-\mu r}/2$, and the values agree.

| $\mu r$ | $h_\mu$ (bohr) | $h_\mu-1/(2\mu)$ (bohr) | $rD_\parallel$ | $rD_\perp$ |
|---|---|---|---|---|
| 1 | 0.0057481 | −0.0098769 | 0.551819 | 0.183940 |
| 0.1 | 0.1413808 | −0.0148692 | 0.950079 | 0.452419 |
| 0.01 | 1.5469529 | −0.0155471 | 0.995000 | 0.495025 |

At $\mu r = 0.01$, where $\mu = 0.32$ bohr$^{-1}$, the constant $1/(2\mu) = 1.5625000$ bohr is a hundred times $r/2$, and $1.5469529-1.5625000 = -0.0155471$ bohr approaches $-0.015625$ bohr. The same numerical value of $\lambda$ gave the different constant $1.98943679$ bohr. The tensor eigenvalues stay finite and approach $1$ and $\tfrac12$ linearly in $\mu r$.

**The tensor.** The formula gives $D_{ij} = 16(\delta_{ij}+n_in_j)$ bohr$^{-1}$: $D_{xx} = 16(1+\tfrac19) = 17.777778$, $D_{yy} = D_{zz} = 16(1+\tfrac49) = 23.111111$, $D_{xy} = D_{xz} = 16\cdot\tfrac29 = 3.555556$, $D_{yz} = 16\cdot\tfrac49 = 7.111111$. Independently, the defining three-dimensional integral of $K^\sigma_{ij}$ was evaluated on a spherical product grid (Gauss–Legendre in $q$ and $\cos\theta$, uniform in azimuth) whose axis is not along $\mathbf n$. Since (7) is linear in $\sigma^2$, two widths $\sigma = r/8$ and $r/10$ extrapolate as $(100D^{r/10}-64D^{r/8})/36$.

| bohr$^{-1}$ | $\sigma=r/8$ | $\sigma=r/10$ | extrapolated |
|---|---|---|---|
| $xx$ | 17.944444 | 17.884444 | 17.777778 |
| $yy$, $zz$ | 23.027778 | 23.057778 | 23.111111 |
| $xy$, $xz$ | 3.388889 | 3.448889 | 3.555556 |
| $yz$ | 6.777778 | 6.897778 | 7.111111 |

For $\sigma = r/8$ the prefactor in (7) is $\sigma^2/(2r^3) = 16/64 = \tfrac14$ bohr$^{-1}$, so the $xx$ shift is $-\tfrac14(\tfrac13-1) = +\tfrac16$ and the $yz$ shift is $-\tfrac14\cdot\tfrac43 = -\tfrac13$, as in the table. The extrapolated tensor has trace $64.000000 = 2/r$ and $n_iD_{ij}n_j = 32.000000 = 1/r$.

For strong smearing, $\sigma = 0.03125$ bohr, the momentum integral was compared with direct quadrature of $(\delta_{ij}+n_in_j)/(2r)$ against the Gaussian. At the point $r\mathbf n$ both give $14.256681$ for $xx$ and $0.614723$ for $yz$; the anisotropy is almost washed out. At the origin both give $17.021537$ for $xx$ and $0$ for $yz$, in agreement with $\tfrac23\sqrt{2/\pi}\cdot32 = 17.021537$ bohr$^{-1}$, which leaves no room for a contact term.

**Energies.** Take two packets, narrow compared with $r$, in a product state with $\langle\boldsymbol\alpha_k\rangle = \mathbf v_k/c$, $\mathbf v_1 = (48,0,0)$ and $\mathbf v_2 = (24,36,0)$, so that $|\mathbf v_1|/c = 0.3503$ and $|\mathbf v_2|/c = 0.3157$. This is an idealization: exchange is ignored, and at this scale a packet cannot be both narrow and sharp in velocity. Only the currents carried by the motion of the packets are kept. The magnetization current of the spin integrates to zero over a packet but leaves a magnetic moment, however narrow the packet is. Its coupling to the current of the other electron is also of order $1/c^2$ and is not small here. In the nonrelativistic estimate, a moment $1/(2c)$ in the field $|\mathbf v\times\mathbf n|/(cr^2)$, it reaches $|\mathbf v_1\times\mathbf n|/(2c^2r^2) \approx 1.2$ hartree for the spin of electron 2 and $|\mathbf v_2\times\mathbf n|/(2c^2r^2) \approx 0.8$ hartree for the spin of electron 1, comparable with $B$ below and larger than $R$. The coupling of the two moments, on the scale $1/(4c^2r^3) \approx 0.4$ hartree times a spin factor of order one, is left out as well. The numbers therefore illustrate how $G$, $R$ and $B$ are related for given velocities; they are not the full magnetic interaction of two electrons or a level shift of any atom, and their many digits serve only to check the arithmetic. Moving packets are not stationary states, their currents have a divergence, and $R$ does not vanish. Here $\mathbf v_1\cdot\mathbf v_2 = 48\cdot24 = 1152$, $\mathbf v_1\cdot\mathbf n = 16$, $\mathbf v_2\cdot\mathbf n = (24+72)/3 = 32$, their product is $512$, and $c^2 = 18778.865$. In hartree, with $1$ hartree $= 27.211386$ eV,

$$G = -\frac{1152\cdot32}{18778.865} = -1.963058\quad(-53.418\ \text{eV}),$$

$$R = \frac{(1152-512)\cdot16}{18778.865} = 0.545294\quad(14.838\ \text{eV}),$$

$$B = -\frac{(1152+512)\cdot16}{18778.865} = -1.417764\quad(-38.579\ \text{eV}).$$

Contracting the numerically transformed tensor, $-(48\cdot24\,D_{xx}+48\cdot36\,D_{xy})/c^2$, also gives $-1.417764$ hartree. The ratio $B/G = 1664/2304 = 0.722222$ follows from $B/G = \tfrac12 + (\mathbf v_1\cdot\mathbf n)(\mathbf v_2\cdot\mathbf n)/(2\,\mathbf v_1\cdot\mathbf v_2) = \tfrac12 + 512/2304$. For parallel velocities this ratio runs from $\tfrac12$, when both are perpendicular to $\mathbf n$, to $1$, when both are along it; for non-parallel velocities, as here, it is not confined to that range. Against the Coulomb repulsion of $32$ hartree ($870.764$ eV) this velocity-dependent part of the Breit term has the ratio $-0.044305$, about four percent in size and opposite in sign.

## Computed results

```
trace + transversality: a = 1/2  b = 1/2
c = 137.035999 a.u., 1 hartree = 27.211386 eV
Z = 64, r = 0.03125 bohr, 1/r = 32.0 1/bohr, n = (1,2,2)/3
v1 = (48,0,0) a.u., v2 = (24,36,0) a.u.
int j0 dx = 1.57079633 (pi/2), int j2 dx = 0.78539816 (pi/4)
subtracted FT of 4pi/q^4 = -0.015625000 bohr, -r/2 = -0.015625000 bohr
sharp cutoff lambda = 0.320 1/bohr: FT = 1.97384495 bohr
  2/(pi lambda) = 1.98943679, lambda r^2/(3pi) = 0.00003316 bohr
mu r = 1.0: mu = 32.00 1/bohr, h = 0.0057481, 1/(2mu) = 0.0156250 bohr
  h-1/(2mu) = -0.0098769 bohr, r D_par = 0.551819, r D_perp = 0.183940
mu r = 0.1: mu = 3.20 1/bohr, h = 0.1413808, 1/(2mu) = 0.1562500 bohr
  h-1/(2mu) = -0.0148692 bohr, r D_par = 0.950079, r D_perp = 0.452419
mu r = 0.01: mu = 0.32 1/bohr, h = 1.5469529, 1/(2mu) = 1.5625000 bohr
  h-1/(2mu) = -0.0155471 bohr, r D_par = 0.995000, r D_perp = 0.495025
tensor, 1/bohr: sigma=r/8, sigma=r/10, extrapolated, formula
  D_xx: 17.944444 17.884444 17.777778 17.777778
  D_yy: 23.027778 23.057778 23.111111 23.111111
  D_zz: 23.027778 23.057778 23.111111 23.111111
  D_xy: 3.388889 3.448889 3.555556 3.555556
  D_xz: 3.388889 3.448889 3.555556 3.555556
  D_yz: 6.777778 6.897778 7.111111 7.111111
trace = 64.000000 1/bohr (2/r), n.D.n = 32.000000 1/bohr (1/r)
sigma = r, at r n: xx q/r space 14.256681 14.256681, yz 0.614723 0.614723 1/bohr
sigma = r, at origin: xx q/r space 17.021537 17.021537, yz 0.000000 0.000000 1/bohr
(2/3) sqrt(2/pi)/sigma = 17.021537 1/bohr
eigenvalues r*B: -2 -2 -1 -1 -1 -1 0 0 0 0 1 1 1 1 2 2
eigenvalues r*G: -3 -3 -1 -1 -1 -1 -1 -1 1 1 1 1 1 1 3 3
|v1|/c = 0.3503, |v2|/c = 0.3157, c^2 = 18778.865 a.u.
v1.v2 = 1152.0, v1.n = 16.0, v2.n = 32.0, product = 512.0 a.u.
Coulomb 1/r: 32.000000 hartree = 870.764 eV
Gaunt G: -1.963058 hartree = -53.418 eV
term R: 0.545294 hartree = 14.838 eV
Breit G+R: -1.417764 hartree = -38.579 eV
Breit, quadrature: -1.417764 hartree = -38.579 eV
B/G = 0.722222, B/Coulomb = -0.044305
```
